**Signs of fermion path weights built from determinants of free propagators**

The program tests the signs of closed-path weights W in which each of M links carries the determinant of free propagators between N fermions. It asserts that antisymmetrizing one link or all links gives the same trace for three interacting fermions on a finite set of sites. It asserts that no random three-link path on a line has negative weight, that some in the plane do, and that the two determinants of a two-link loop are equal. An explicit planar path with relative vectors at 120° has negative weight, and so do versions with a small displacement, two distant spectators or repeated slices. On a periodic ring, a two-particle exchange path is also negative. For two fermions in a planar harmonic trap at β = 2/(ħω), the average sign s = ∫W/∫|W| falls from 1 at M = 2 to 0.964 at M = 3 and 0.681 at M = 16, and it is asserted to stay above the fermion-to-boson ratio of partition functions. The M = 3 value is confirmed by direct sampling of determinants. The energy rises from 3.067 ħω at M = 2 to 3.382 ħω at M = 16, against 3.388 ħω in the continuum.

## Check in Python

```python
# Result under test: a fermion path integral in which every link is the
# determinant of free propagators g has weights that are
#   >= 0 for two links (any dimension), >= 0 on the open line (any link number),
#   but negative for some three-link paths in two dimensions.
# Symbols: eps = beta/M imaginary-time step, M number of links, N particles,
# R = array of particle positions of one slice, s = average sign int W / int |W|.
# Units: hbar = m = omega = 1 (trap units); length a0 = sqrt(hbar/(m omega)).
import itertools
import numpy as np
import mpmath as mp

rng = np.random.default_rng(7)
mp.mp.dps = 40


def link_matrix(R, Rp, eps):
    """Matrix g(r_i, r'_j); the last two axes of R are particle, component."""
    d = R.shape[-1]
    dist2 = ((R[..., :, None, :] - Rp[..., None, :, :])**2).sum(-1)
    return (2*np.pi*eps)**(-d/2)*np.exp(-dist2/(2*eps))


def link_det(R, Rp, eps):
    return np.linalg.det(link_matrix(R, Rp, eps))


def loop_dets(slices, eps):
    M = len(slices)
    return np.array([link_det(slices[k], slices[(k+1) % M], eps)
                     for k in range(M)])


def parity(order):
    return int(round(np.linalg.det(np.eye(len(order))[order])))


beta = 2.0
eps3 = beta/3
print(f"inverse temperature beta = {beta:.1f} /(hbar omega)")
print(f"time step for three links = {eps3:.6f} /(hbar omega)")

# --- one antisymmetrizer equals one on every link (interacting, finite basis)
sites = rng.normal(size=(6, 2))
G = link_matrix(sites, sites, 0.5)
states = np.array(list(itertools.product(range(6), repeat=3)))
pos = sites[states]
V = sum(1/(1 + np.linalg.norm(pos[:, i] - pos[:, j], axis=1))
        for i, j in [(0, 1), (0, 2), (1, 2)])
half = np.exp(-0.25*V)
L = half[:, None]*np.kron(np.kron(G, G), G)*half[None, :]
L3 = np.linalg.matrix_power(L, 3)
one_link = 0.0
for p in itertools.permutations(range(3)):
    target = states[:, list(p)] @ np.array([36, 6, 1])
    one_link += parity(list(p))*L3[np.arange(216), target].sum()/6
D = np.linalg.det(G[states[:, None, :, None], states[None, :, None, :]])/6
all_links = np.trace(np.linalg.matrix_power(half[:, None]*D*half[None, :], 3))
assert abs(one_link/all_links - 1) < 1e-7
print(f"3 fermions on 6 sites, trace, one link antisymmetrized = {one_link:.8e}")
print(f"same trace, all three links antisymmetrized = {all_links:.8e}")


# --- random closed paths, high precision, N = 4, three links
def mp_det(R, Rp, eps):
    n = len(R)
    A = mp.matrix(n, n)
    for i in range(n):
        for j in range(n):
            d2 = sum((mp.mpf(float(a)) - mp.mpf(float(b)))**2
                     for a, b in zip(R[i], Rp[j]))
            A[i, j] = mp.exp(-d2/(2*eps))
    return mp.det(A)


n_paths = 200
negatives = {1: 0, 2: 0}
for dim in (1, 2):
    for _ in range(n_paths):
        path = rng.normal(size=(3, 4, dim))
        signs = [int(mp.sign(mp_det(path[k], path[(k+1) % 3], 0.5)))
                 for k in range(3)]
        if dim == 1:
            order = [parity(np.argsort(path[k][:, 0])) for k in range(3)]
            assert signs == [order[k]*order[(k+1) % 3] for k in range(3)]
        negatives[dim] += int(np.prod(signs) < 0)
assert negatives[1] == 0 and negatives[2] > 0
print(f"random 3-link paths per dimension, N = 4: {n_paths}")
print(f"negative weights in one dimension: {negatives[1]}")
print(f"negative weights in two dimensions: {negatives[2]}")

# --- two links: the reversed link has the same determinant
for dim in (1, 2, 3):
    two = rng.normal(size=(2, 3, dim))
    dd = loop_dets(two, 0.5)
    assert abs(dd[0] - dd[1]) < 1e-12 and dd[0]*dd[1] > 0

# --- two-particle determinant against its sinh form
for dim in (1, 2, 3):
    R, Rp = rng.normal(size=(2, 2, dim))
    C, Cp, r, rp = R.mean(0), Rp.mean(0), R[0]-R[1], Rp[0]-Rp[1]
    formula = (2*(2*np.pi*eps3)**(-dim)*np.sinh(r @ rp/(2*eps3))
               * np.exp(-(2*((C-Cp)**2).sum() + (r@r + rp@rp)/2)/(2*eps3)))
    assert abs(link_det(R, Rp, eps3) - formula) < 1e-13

# --- explicit negative path: relative vectors of length 2 at 120 degrees
angles = 2*np.pi*np.arange(3)/3
unit = np.stack([np.cos(angles), np.sin(angles)], axis=1)
star = np.stack([unit, -unit], axis=1)
dets = loop_dets(star, eps3)
weight = np.prod(dets/2)*np.exp(-eps3*0.5*(star**2).sum())
assert np.all(dets < 0) and weight < 0
relabelled = star.copy()
relabelled[1] = star[1][::-1]
rel_dets = loop_dets(relabelled, eps3)
assert abs(np.prod(rel_dets)/np.prod(dets) - 1) < 1e-10
far = np.array([[12.0, 0.0], [0.0, 12.0]])
four = np.array([np.vstack([S, far]) for S in star])
assert np.prod(loop_dets(four, eps3)) < 0
longer = np.array([star[0], star[1], star[2], star[2], star[2]])
assert np.prod(loop_dets(longer, eps3)) < 0
assert np.prod(loop_dets(star + 0.05*rng.normal(size=star.shape), eps3)) < 0
g_own = link_matrix(star[0], star[1], eps3)
rel_vec = star[:, 0] - star[:, 1]
print(f"star path: relative distance = {np.linalg.norm(rel_vec[0]):.3f} a0")
print(f"star path: r1.r2 = {rel_vec[0] @ rel_vec[1]:.3f} a0^2")
print(f"star path: g(same label) = {g_own[0, 0]:.6f} a0^-2")
print(f"star path: g(other label) = {g_own[0, 1]:.6f} a0^-2")
print("star path: link determinants = "
      + ", ".join(f"{x:.6f}" for x in dets) + " a0^-4")
print("slice 2 relabelled: determinants = "
      + ", ".join(f"{x:.6f}" for x in rel_dets) + " a0^-4")
print(f"star path: full three-link weight = {weight:.6e} a0^-12")
print(f"slices 1 and 2 as two-link loop: det product = "
      f"{np.prod(loop_dets(star[:2], eps3)):.6e} a0^-8")

# --- independent isotropic slices: a quarter of three-link weights is negative
n_iso = 200000
iso = rng.normal(size=(3, n_iso, 2, 2))
sign = np.ones(n_iso)
for k in range(3):
    A = link_matrix(iso[k], iso[(k+1) % 3], 2.0)
    sign *= np.sign(A[:, 0, 0]*A[:, 1, 1] - A[:, 0, 1]*A[:, 1, 0])
quarter = np.mean(sign < 0)
assert abs(quarter - 0.25) < 0.005
print(f"negative fraction, independent isotropic slices = {quarter:.4f}")

# --- periodic ring: two particles, three links, pair exchanged round the ring
ring = 3.0
ring_pos = np.array([[k*ring/6, k*ring/6 + ring/2] for k in range(3)])
ring_weight = {}
for name, twist in (("periodic", 1), ("antiperiodic", -1)):
    w = 1.0
    for k in range(3):
        dx = ring_pos[(k+1) % 3][None, :] - ring_pos[k][:, None]
        A = sum(float(twist)**abs(n)*np.exp(-(dx + n*ring)**2/(2*0.2))
                for n in range(-8, 9))/np.sqrt(2*np.pi*0.2)
        w *= np.linalg.det(A)
    ring_weight[name] = w
    print(f"ring (length 3 a0, eps 0.2), {name}: det product = {w:.6e} a0^-6")
assert ring_weight["periodic"] < 0 < ring_weight["antiperiodic"]


# --- two fermions in a two-dimensional trap
def boltzmann(b, M=None):
    """q = exp(-b*Omega) of the M-link trap; M=None is the continuum."""
    return np.exp(-b) if M is None else np.exp(-M*np.arccosh(1 + (b/M)**2/2))


def z_one(q):
    return q/(1 - q)**2


def z_pair(b, M, stat):
    q = boltzmann(b, M)
    return 0.5*(z_one(q)**2 + stat*z_one(q*q))


def energy(b, M, h=1e-4):
    return -(np.log(z_pair(b+h, M, -1)) - np.log(z_pair(b-h, M, -1)))/(2*h)


def relative_traces(b, M, n_r=90, n_th=160, l_max=80, r_max=9.0):
    """Traces of K^M and |K|^M, K the antisymmetrized relative link."""
    eps = b/M
    x, w = np.polynomial.legendre.leggauss(n_r)
    r, w = r_max*(x+1)/2, w*r_max/2
    t, wt = np.polynomial.legendre.leggauss(n_th)
    t, wt = np.pi*(t+1)/4, wt*np.pi/4
    damp = (r[:, None]**2 + r[None, :]**2)*(1/(4*eps) + eps/8)
    zc = (r[:, None]*r[None, :]/(2*eps))[:, :, None]*np.cos(t)
    f = (np.exp(zc-damp[:, :, None]) - np.exp(-zc-damp[:, :, None]))/2
    ls = np.arange(l_max+1)
    coef = 4*(f*wt) @ np.cos(np.outer(t, ls))/(4*np.pi*eps)
    root = np.sqrt(w*r)
    total = [0.0, 0.0]            # even l: |K|,  odd l: K
    for l in ls:
        Kl = root[:, None]*coef[:, :, l]*root[None, :]
        total[l % 2] += (1 if l == 0 else 2)*np.trace(
            np.linalg.matrix_power(Kl, M))
    return total[1], total[0]


shells = np.concatenate([np.full(n+1, n+1.0) for n in range(25)])
i, j = np.triu_indices(len(shells), 1)
pair_E = shells[i] + shells[j]
boltz = np.exp(-beta*pair_E)
E_exact = (pair_E*boltz).sum()/boltz.sum()
assert abs(boltz.sum()/z_pair(beta, None, -1) - 1) < 1e-10
assert abs(E_exact - energy(beta, None)) < 1e-6
print(f"trap, continuum: Z_F = {boltz.sum():.8f}, E = {E_exact:.6f} hbar omega")

avg_sign = {}
for M in (2, 3, 4, 6, 8, 16):
    signed, absolute = relative_traces(beta, M)
    centre = z_one(boltzmann(beta, M))
    ZF, ZB = z_pair(beta, M, -1), z_pair(beta, M, +1)
    assert abs(signed*centre/ZF - 1) < 1e-7
    s = signed/absolute
    avg_sign[M] = (s, absolute*centre/ZB, ZF/ZB)
    assert ZF/ZB < s < 1 + 1e-5
    print(f"M={M:2d}: Z_F={ZF:.8f} E={energy(beta, M):.5f} hbar omega "
          f"s={s:.5f} Z_F/Z_B={ZF/ZB:.5f}")
assert abs(avg_sign[2][0] - 1) < 1e-5
assert avg_sign[3][0] < 1 - 1e-4

# --- direct sampling of determinants for three links from the boson paths
n_mc = 300000
means, sector_weight = [], []
for closing in (1, -1):           # direct and exchanged relative paths
    Q = np.eye(3)*(1/eps3 + eps3/2)
    for a, b, sg in ((0, 1, 1), (1, 2, 1), (2, 0, closing)):
        Q[a, b] = Q[b, a] = -sg/(2*eps3)
    factor = np.linalg.inv(np.linalg.cholesky(Q)).T
    rel = np.einsum('ab,bnd->and', factor, rng.normal(size=(3, n_mc, 2)))
    slices = np.stack([rel/2, -rel/2], axis=2)
    ratio = np.ones(n_mc)
    for k in range(3):
        A = link_matrix(slices[k], slices[(k+1) % 3], eps3)
        direct, crossed = A[:, 0, 0]*A[:, 1, 1], A[:, 0, 1]*A[:, 1, 0]
        ratio *= (direct - crossed)/(direct + crossed)
    means.append([ratio.mean(), np.abs(ratio).mean()])
    sector_weight.append(1/np.linalg.det(Q))
mc_signed, mc_abs = np.average(means, axis=0, weights=sector_weight)
assert abs(mc_signed - avg_sign[3][2]) < 0.006
assert abs(mc_abs - avg_sign[3][1]) < 0.006
assert abs(mc_signed/mc_abs - avg_sign[3][0]) < 0.01
print(f"M=3 average sign from sampled determinants = {mc_signed/mc_abs:.4f}")
print(f"M=3 negative share of int |W| = {(1-avg_sign[3][0])/2:.5f}")
print("done: every assertion held")
```

Output:

```
inverse temperature beta = 2.0 /(hbar omega)
time step for three links = 0.666667 /(hbar omega)
3 fermions on 6 sites, trace, one link antisymmetrized = 4.36545492e-04
same trace, all three links antisymmetrized = 4.36545492e-04
random 3-link paths per dimension, N = 4: 200
negative weights in one dimension: 0
negative weights in two dimensions: 74
star path: relative distance = 2.000 a0
star path: r1.r2 = -2.000 a0^2
star path: g(same label) = 0.025162 a0^-2
star path: g(other label) = 0.112769 a0^-2
star path: link determinants = -0.012084, -0.012084, -0.012084 a0^-4
slice 2 relabelled: determinants = 0.012084, 0.012084, -0.012084 a0^-4
star path: full three-link weight = -2.984881e-08 a0^-12
slices 1 and 2 as two-link loop: det product = 1.460172e-04 a0^-8
negative fraction, independent isotropic slices = 0.2505
ring (length 3 a0, eps 0.2), periodic: det product = -1.103380e-02 a0^-6
ring (length 3 a0, eps 0.2), antiperiodic: det product = 1.270628e-02 a0^-6
trap, continuum: Z_F = 0.00688056, E = 3.387665 hbar omega
M= 2: Z_F=0.00888889 E=3.06667 hbar omega s=1.00000 Z_F/Z_B=0.28571
M= 3: Z_F=0.00775710 E=3.23151 hbar omega s=0.96408 Z_F/Z_B=0.27499
M= 4: Z_F=0.00737038 E=3.29679 hbar omega s=0.91539 Z_F/Z_B=0.27104
M= 6: Z_F=0.00709722 E=3.34624 hbar omega s=0.83855 Z_F/Z_B=0.26816
M= 8: Z_F=0.00700223 E=3.36415 hbar omega s=0.78633 Z_F/Z_B=0.26713
M=16: Z_F=0.00691093 E=3.38174 hbar omega s=0.68125 Z_F/Z_B=0.26614
M=3 average sign from sampled determinants = 0.9643
M=3 negative share of int |W| = 0.01796
done: every assertion held
```
